# Moriya superexchange from spin-orbit hopping: antisymmetric and symmetric anisotropic exchange

**Q.** You claim that spin-orbit coupling turns the hopping between two magnetic sites into \(t+i\mathbf C\cdot\boldsymbol\sigma\), with real \(t\) and \(\mathbf C\). A general \(2\times2\) matrix has four complex entries. Why should four real numbers be enough?

**A.** Because of time reversal. Each site holds one electron in a nondegenerate orbital. With spin-orbit coupling the level remains a Kramers doublet, whose members I label by a pseudospin \(\alpha=\uparrow,\downarrow\) such that time reversal \(\Theta\) acts as on a true spin: \(\Theta|\!\uparrow\rangle=|\!\downarrow\rangle\), \(\Theta|\!\downarrow\rangle=-|\!\uparrow\rangle\). The hopping is

\[
H_{\rm hop}=A+A^\dagger,\qquad A=\sum_{\alpha\beta}c^\dagger_{1\alpha}T_{\alpha\beta}c_{2\beta}.
\]

Invariance under \(\Theta\) requires \(T=\sigma_yT^*\sigma_y\). Write \(T=a+\mathbf b\cdot\boldsymbol\sigma\) with complex coefficients. Since \(\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma\), the condition reads

\[
a+\mathbf b\cdot\boldsymbol\sigma=a^*-\mathbf b^*\cdot\boldsymbol\sigma .
\]

So \(a=t\) is real and \(\mathbf b=i\mathbf C\) is imaginary. A consequence needed below is

\[
TT^\dagger=(t+i\mathbf C\cdot\boldsymbol\sigma)(t-i\mathbf C\cdot\boldsymbol\sigma)=t^2+(\mathbf C\cdot\boldsymbol\sigma)^2=t^2+C^2,
\]

a multiple of the unit matrix. The same holds for \(T^\dagger T\).

**Q.** That permits \(\mathbf C\) but does not produce it. Spin-orbit coupling acts inside an atom. How does it get into the hopping?

**A.** Through the orbitals. Let site \(R\) have real orbitals: the ground orbital 0 and excited ones \(m\) at energies \(\Delta_m>0\) above it. The bare hopping is real and independent of spin, with elements \(t_{mn}\) whose first index belongs to site 1 and second to site 2; \(t\equiv t_{00}\). If a ligand lies between the sites, I take these as effective elements after its elimination.

I use atomic units, \(\hbar=1\). The operator \(\mathbf l=-i\mathbf r\times\nabla\) is imaginary, so between real orbitals

\[
\langle m|\mathbf l|0\rangle=i\mathbf a_m,\qquad \langle0|\mathbf l|m\rangle=-i\mathbf a_m,\qquad \langle0|\mathbf l|0\rangle=0,
\]

with real \(\mathbf a_m\). Treat \(\zeta\,\mathbf l\cdot\mathbf s=(\zeta/2)\,\mathbf l\cdot\boldsymbol\sigma\) to first order, which needs \(\zeta|\mathbf a_m|\ll\Delta_m\):

\[
|\tilde0\alpha\rangle=|0\alpha\rangle-\sum_m\frac{i\zeta}{2\Delta_m}|m\rangle\,(\mathbf a_m\cdot\boldsymbol\sigma)|\alpha\rangle .
\]

The correction has no component in orbital 0, so the pseudospin frame is the one closest to the bare spins. In the hopping element, the ket on site 2 contributes the factor \(-i\), and the bra on site 1 contributes its conjugate, \(+i\):

\[
T=t+\sum_m\frac{i\zeta}{2\Delta_m}\left(\mathbf a^{(1)}_m t_{m0}-\mathbf a^{(2)}_m t_{0m}\right)\cdot\boldsymbol\sigma .
\]

Hence, for equal level energies on the two sites,

\[
\mathbf C=\frac{\zeta}{2}\sum_m\frac{\mathbf a^{(1)}_m t_{m0}-\mathbf a^{(2)}_m t_{0m}}{\Delta_m}.
\]

To this order \(t\) is unchanged.

**Q.** The minus sign looks dangerous. Could the two terms simply cancel?

**A.** They do if the bond has an inversion centre at its midpoint. Define the orbitals of site 2 as the inverted images of those of site 1. Angular momentum is even under inversion, so \(\mathbf a^{(1)}_m=\mathbf a^{(2)}_m\). Inversion also exchanges the sites, so \(\langle m1|h|02\rangle=\langle m2|h|01\rangle\), and for a real Hermitian \(h\) the latter equals \(\langle01|h|m2\rangle\). Thus \(t_{m0}=t_{0m}\) and \(\mathbf C=0\). A nonzero \(\mathbf C\) needs a bond without an inversion centre at its midpoint. The two sites may still be equivalent: the tilted bond worked out below has a mirror plane and a twofold axis that exchange them, and its \(\mathbf C\) is not zero.

**Q.** Grant the hopping. Now derive the exchange, and do not hide the spin indices.

**A.** Let double occupation cost \(U\), with \(U\gg|t|,|\mathbf C|\). The four states with one electron per site have energy zero, and one hop leads to energy \(U\). With \(P\) the projector on those four states, second-order perturbation theory gives

\[
H=-\frac1U P H_{\rm hop}^2P=-\frac1U P(AA^\dagger+A^\dagger A)P .
\]

The products \(AA\) and \(A^\dagger A^\dagger\) move two electrons the same way and do not return to the starting space.

For one electron on a site, with \(\mathbf S=\tfrac12c^\dagger\boldsymbol\sigma c\),

\[
c^\dagger_\alpha c_\beta=\tfrac12\delta_{\alpha\beta}+\mathbf S\cdot\boldsymbol\sigma_{\beta\alpha},\qquad
c_\beta c^\dagger_\alpha=\tfrac12\delta_{\alpha\beta}-\mathbf S\cdot\boldsymbol\sigma_{\beta\alpha}.
\]

The first is the expansion of \(|\alpha\rangle\langle\beta|\) in Pauli matrices; the second follows from the anticommutator. In

\[
AA^\dagger=\sum c^\dagger_{1\alpha}T_{\alpha\beta}c_{2\beta}\,c^\dagger_{2\gamma}T^\dagger_{\gamma\delta}c_{1\delta}
\]

move \(c_{1\delta}\) left past two operators of site 2. Two sign changes cancel, and

\[
AA^\dagger=\sum T_{\alpha\beta}\left(\tfrac12\delta_{\beta\gamma}-\mathbf S_2\cdot\boldsymbol\sigma_{\beta\gamma}\right)T^\dagger_{\gamma\delta}\left(\tfrac12\delta_{\delta\alpha}+\mathbf S_1\cdot\boldsymbol\sigma_{\delta\alpha}\right).
\]

The terms with one spin contain \({\rm Tr}(\mathbf S_1\cdot\boldsymbol\sigma\,TT^\dagger)\) or \({\rm Tr}(\mathbf S_2\cdot\boldsymbol\sigma\,T^\dagger T)\). They vanish because \(TT^\dagger\) and \(T^\dagger T\) are multiples of the unit matrix and Pauli matrices are traceless. The spinless term is \(\tfrac14{\rm Tr}\,TT^\dagger=\tfrac12(t^2+C^2)\). Therefore

\[
AA^\dagger=\tfrac12(t^2+C^2)-X,\qquad X={\rm Tr}\left[(\mathbf S_1\cdot\boldsymbol\sigma)T(\mathbf S_2\cdot\boldsymbol\sigma)T^\dagger\right].
\]

In \(A^\dagger A\) the minus sign sits on \(\mathbf S_1\) instead of \(\mathbf S_2\), and the same trace results. Adding the two,

\[
H=\frac2U X-\frac{t^2+C^2}{U}.
\]

**Q.** The interesting part is still locked in \(X\).

**A.** Insert \(T\) and \(T^\dagger\). Spin components on different sites commute, so both spins can be treated as ordinary vectors in the trace:

\[
\begin{aligned}
X={}&t^2\,{\rm Tr}[(\mathbf S_1\cdot\boldsymbol\sigma)(\mathbf S_2\cdot\boldsymbol\sigma)]\\
&+it\,{\rm Tr}[(\mathbf S_1\cdot\boldsymbol\sigma)(\mathbf C\cdot\boldsymbol\sigma)(\mathbf S_2\cdot\boldsymbol\sigma)]\\
&-it\,{\rm Tr}[(\mathbf S_1\cdot\boldsymbol\sigma)(\mathbf S_2\cdot\boldsymbol\sigma)(\mathbf C\cdot\boldsymbol\sigma)]\\
&+{\rm Tr}[(\mathbf S_1\cdot\boldsymbol\sigma)(\mathbf C\cdot\boldsymbol\sigma)(\mathbf S_2\cdot\boldsymbol\sigma)(\mathbf C\cdot\boldsymbol\sigma)].
\end{aligned}
\]

The first line is \(2t^2\,\mathbf S_1\cdot\mathbf S_2\). A trace of three Pauli matrices is \(2i\) times the triple product of the vectors in order, so the second line is

\[
-2t\,\mathbf S_1\cdot(\mathbf C\times\mathbf S_2)=2t\,\mathbf C\cdot(\mathbf S_1\times\mathbf S_2),
\]

and the third is \(+2t\,\mathbf S_1\cdot(\mathbf S_2\times\mathbf C)\), which is the same quantity. They add. For four matrices, \({\rm Tr}(\sigma_a\sigma_b\sigma_c\sigma_d)=2(\delta_{ab}\delta_{cd}-\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})\), so the last line is

\[
4(\mathbf C\cdot\mathbf S_1)(\mathbf C\cdot\mathbf S_2)-2C^2\,\mathbf S_1\cdot\mathbf S_2 .
\]

Collecting terms, with \(\mathbf n=\mathbf C/|\mathbf C|\),

\[
H=J\,\mathbf S_1\cdot\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac{t^2+C^2}{U},
\]

\[
J=\frac{4(t^2-C^2)}{U},\qquad \mathbf D=\frac{8t\mathbf C}{U},\qquad \Gamma=\frac{8C^2}{U}.
\]

The antisymmetric coupling is linear in \(\mathbf C\): it is the interference of a spin-conserving hop with a spin-rotating one. The symmetric anisotropy needs two spin-rotating hops. Exchanging the site labels replaces \(T\) by \(T^\dagger\), hence \(\mathbf C\) by \(-\mathbf C\), which compensates the sign change of \(\mathbf S_1\times\mathbf S_2\).

The value called \(J\) depends on a convention. If the symmetric anisotropy is made traceless, \(\Gamma/3\) moves into the isotropic term, whose coefficient becomes \(4(t^2-C^2/3)/U\).

**Q.** You used excited orbitals to make \(\mathbf C\), then forgot them. An electron can also hop into an excited doublet on the other site.

**A.** It can, at energy \(U+\Delta_m\). Assume that the repulsion depends only on the number of electrons on a site. To return to the starting space, the electron in the excited doublet must be the one that hops back; otherwise that doublet stays occupied. If \(M\) is the transfer matrix, the process gives \(-M^\dagger M/(U+\Delta_m)\). Time reversal restricts \(M\) as it did \(T\), so \(M^\dagger M\) is a multiple of the unit matrix. The contribution is a constant.

This argument fails with Hund coupling, because the intermediate energy then depends on the relative spin of the two electrons. I leave out Hund coupling and direct exchange. The omission is not harmless for the anisotropy. In the \(30^\circ\) example below, a rotationally invariant Hund coupling \(J_{\rm H}=0.6\) eV (two-electron terms at \(U-3J_{\rm H}\), \(U-J_{\rm H}\), \(U+2J_{\rm H}\)) changes \(J\) by about 1 per cent but splits the triplet by \(1.5\times10^{-5}\) eV, about 30 per cent of \(4C^2/U\). The elimination also requires exchange energies small compared with \(\Delta_m\).

**Q.** Since \(\Gamma\) is of second order in a small quantity, I would drop it and keep \(\mathbf D\).

**A.** Then the spectrum is wrong at order \(C^2\). Take \(t>0\) and write

\[
T=\sqrt{t^2+C^2}\;e^{i\theta\mathbf n\cdot\boldsymbol\sigma},\qquad\tan\theta=\frac{|\mathbf C|}{t}.
\]

The exponential rotates a spin: \(e^{i\theta\mathbf n\cdot\boldsymbol\sigma}(\mathbf S_2\cdot\boldsymbol\sigma)e^{-i\theta\mathbf n\cdot\boldsymbol\sigma}=\mathbf S_2'\cdot\boldsymbol\sigma\), where \(\mathbf S_2'\) is \(\mathbf S_2\) turned about \(\mathbf n\) by \(-2\theta\). Thus \(X=2(t^2+C^2)\,\mathbf S_1\cdot\mathbf S_2'\), and

\[
H=\frac{4(t^2+C^2)}{U}\left(\mathbf S_1\cdot\mathbf S_2'-\tfrac14\right).
\]

A rotated spin is still a spin, so the levels are a singlet and a degenerate triplet.

Now omit \(\Gamma\) and quantize along \(\mathbf n\). The states \(\uparrow\uparrow\) and \(\downarrow\downarrow\) have energy \(J/4\). The states \(\uparrow\downarrow\) and \(\downarrow\uparrow\) have diagonal energy \(-J/4\) and an off-diagonal element of modulus \(\tfrac12\sqrt{J^2+D^2}\), with \(J/2\) from the isotropic term and an imaginary part of modulus \(|\mathbf D|/2\) from the cross product. Since

\[
(t^2-C^2)^2+4t^2C^2=(t^2+C^2)^2,
\]

we have \(\sqrt{J^2+D^2}=4(t^2+C^2)/U\). The upper mixed state lies above \(J/4\) by

\[
\tfrac12\left(\sqrt{J^2+D^2}-J\right)=\frac{4C^2}{U}.
\]

The \(\Gamma\) term raises the parallel states by \(\Gamma/4\) and lowers the mixed ones by \(\Gamma/4\). This relative shift, \(\Gamma/2=4C^2/U\), removes the false splitting.

**Q.** If the bond is secretly isotropic, then \(\mathbf D\) has no physical content.

**A.** Within this model, without Hund coupling, it has none in the zero-field spectrum of this single bond. It does affect the spin directions. For classical spins of length \(S\) perpendicular to \(\mathbf C\), let \(\alpha\) be the angle from \(\mathbf S_1\) to \(\mathbf S_2\) about \(\mathbf n\). The \(\Gamma\) term vanishes and, for \(J>0\),

\[
E=S^2(J\cos\alpha+|\mathbf D|\sin\alpha),\qquad \alpha_{\min}=\pi+\arctan\frac{|\mathbf D|}{J}.
\]

The spins deviate from antiparallel by \(\arctan(|\mathbf D|/J)=2\theta\), because \(\tan2\theta=2t|\mathbf C|/(t^2-C^2)\).

This canting is not forced on an isolated bond. Antiparallel spins along \(\mathbf n\) have energy \(-(J+\Gamma)S^2\), and \(J+\Gamma=4(t^2+C^2)/U=\sqrt{J^2+D^2}\), the same minimum. A magnetic field can reveal the difference: if \(g\) is isotropic and equal on the two sites, the field couples to \(\mathbf S_1+\mathbf S_2\), whose components perpendicular to \(\mathbf C\) differ from those of \(\mathbf S_1+\mathbf S_2'\). The components along \(\mathbf C\) coincide, so in that case a field parallel to \(\mathbf C\) shows nothing. With the anisotropic, site-dependent \(g\) tensors derived next, this need not hold on a bond of low symmetry.

**Q.** Where does the estimate \(D/J\sim(g-2)/g\) come from? A \(g\) factor belongs to one site and knows nothing about hopping.

**A.** The link is the dressing, which produces both. Set the free-spin value to 2, so that the Zeeman operator is \(\mu_{\rm B}\mathbf B\cdot(\mathbf l+2\mathbf s)\). In the dressed doublet, \(2\mathbf s\) gives \(2\mathbf S\) to first order, as the orbitals 0 and \(m\) are orthogonal. For \(l_\mu\), the ket correction gives

\[
\sum_{m\nu}(-ia_{m\mu})\left(-\frac{i\zeta}{2\Delta_m}a_{m\nu}\sigma_\nu\right)=-\sum_{m\nu}\frac{\zeta}{2\Delta_m}a_{m\mu}a_{m\nu}\sigma_\nu .
\]

The bra correction is equal to it. With \(\sigma_\nu=2S_\nu\),

\[
g_{\mu\nu}=2\delta_{\mu\nu}-2\zeta\sum_m\frac{a_{m\mu}a_{m\nu}}{\Delta_m}.
\]

Suppose one excited level matters and \(\mathbf a\) is the same on both sites. Along \(\mathbf a\), \(|g-2|=2\zeta|\mathbf a|^2/\Delta\). For \(|\mathbf C|\ll|t|\),

\[
\frac{|\mathbf D|}{J}\simeq\frac{2|\mathbf C|}{|t|}=\frac{\zeta|\mathbf a|}{\Delta}\frac{|t_{m0}-t_{0m}|}{|t|}
=\frac{|g-2|}{2}\,\frac{|t_{m0}-t_{0m}|}{|\mathbf a|\,|t|}.
\]

To leading order \(|g-2|/2\) equals \(|g-2|/g\). The estimate follows if the last factor is of order one. In the same regime \(\Gamma/J\simeq2C^2/t^2\simeq\tfrac12(D/J)^2\), of order \([(g-2)/g]^2\).

**Q.** "If" carries much weight there. Show me numbers.

**A.** Take a model with round parameters: p-like sites on the \(x\) axis, \(\sigma\) hopping \(V_\sigma=0.25\) eV, \(\pi\) hopping \(V_\pi=-0.05\) eV, \(U=6\) eV, \(\zeta=0.1\) eV. The lowest orbital points along \(x\) before its axes are turned about \(z\), by \(-\varphi\) on site 1 and \(+\varphi\) on site 2, with \(\varphi=30^\circ\). The second in-plane orbital lies at \(\Delta_1=1\) eV and the \(z\) orbital at 1.5 eV.

Resolving the orbitals along and across the bond gives

\[
t=V_\sigma\cos^2\varphi-V_\pi\sin^2\varphi=0.1875+0.0125=0.200\ {\rm eV},
\]

\[
t_{10}=-t_{01}=(V_\sigma+V_\pi)\sin\varphi\cos\varphi=0.0866\ {\rm eV}.
\]

The \(z\) orbital has no hopping to the ground orbitals. For p orbitals \(l_z|p_x\rangle=i|p_y\rangle\), and this holds equally in axes turned about \(z\), so \(\mathbf a_1=\hat{\mathbf z}\) on both sites. Then

\[
C_z=\frac{0.1}{2}\,\frac{0.0866+0.0866}{1}=0.00866\ {\rm eV},
\]

\[
J=\frac{4(0.200^2-0.00866^2)}{6}=0.0266\ {\rm eV},
\]

\[
D_z=\frac{8(0.200)(0.00866)}{6}=0.00231\ {\rm eV},\qquad
\Gamma=\frac{8(0.00866)^2}{6}=0.000100\ {\rm eV}.
\]

Diagonalizing the two-electron model with all three orbitals per site gives \(J=0.0264\) eV, \(D_z=0.00236\) eV and \(\Gamma=0.000105\) eV, or 306 K, 27.4 K and 1.22 K after division by \(k_{\rm B}\). Relative to these values, the first-order results are off by about 1, 2 and 5 per cent. This is agreement within the model, not with a material.

With the numerically dressed value \(C_z=0.00884\) eV, dropping \(\Gamma\) would split the triplet by \(4C_z^2/U=5.2\times10^{-5}\) eV. The full model has a splitting of \(2.2\times10^{-10}\) eV: far smaller, but not zero. With one doublet per site the degeneracy is exact, because the rotation \(e^{i\theta\mathbf n\cdot\boldsymbol\sigma}\) can be absorbed into \(c_2\) without changing the repulsion. With excited orbitals present it was shown only at second order in hopping. I have not derived the size of the residual splitting; numerically it scales as the sixth power of the hopping and as \(\zeta^2\).

For the estimate, first order gives \(g_{zz}=1.80\), so

\[
\frac{D}{J}\simeq\frac{0.20}{2}\times\frac{0.1732}{0.200}=0.087,
\]

against 0.089 from the full model. With numerical dressing of the orbitals, \(|g_{zz}-2|/g_{zz}=0.117\). The two ratios are indeed comparable.

**Q.** You chose the tilt. What happens if I choose it?

**A.** The \(g\) shift along \(z\) stays the same, but \(D/J\) changes. With numerical dressing, \(D/J\) divided by \(|g_{zz}-2|/g_{zz}\) is 0 at zero tilt, where the bond has an inversion centre, 0.24 at \(10^\circ\), 0.76 at \(30^\circ\) and 1.03 at \(40^\circ\).

The estimate can also be far too small. Set \(V_\pi=+0.05\) eV and \(\varphi=60^\circ\). The two contributions to the direct hopping partly cancel,

\[
t=0.25\times0.25-0.05\times0.75=0.025\ {\rm eV},
\]

while those to \(C_z\) add. Numerical dressing gives \(t=0.0244\) eV and \(C_z=0.0134\) eV, hence

\[
\frac DJ=\frac{2tC_z}{t^2-C_z^2}\simeq1.57,
\]

about 13 times \(|g_{zz}-2|/g_{zz}\). The second-order exchange formulas do not need \(|\mathbf C|\ll|t|\). They do neglect higher-order paths through the excited orbitals, which weigh more when \(t\) is accidentally small. What fails is the assumption that \(t\) is comparable with the hopping to the excited orbital. The value 1.57 comes from the formulas with dressed orbitals. The full diagonalization gives 1.49, with \(J\) about 10 per cent and \(D_z\) about 5 per cent above the formulas, against less than 1 per cent for the \(30^\circ\) bond. When \(|\mathbf C|\) is comparable with \(t\), the ratio also depends on the convention for \(J\): with traceless anisotropy the full model gives 1.18, about 10 times the \(g\) shift. Finally, \(J\) is only \(3\times10^{-4}\) eV here, so the omitted Hund coupling is decisive: \(J_{\rm H}=0.1\) eV halves \(J\), and \(J_{\rm H}=0.3\) eV reverses its sign. The example shows how the estimate can fail within the model; it does not predict \(D/J\) for a real bond with small \(t\).

## Computed values

```
INPUTS
sigma hopping = 0.250 eV
pi hopping = -0.050 eV
tilt phi = 30.0 degrees
repulsion U = 6.00 eV
spin-orbit zeta = 0.100 eV
excitation energies = 1.00, 1.50 eV
TRANSFER AND g
bare t = 0.200000 eV
hopping t_m0 (excited on site 1) = 0.086603 eV
hopping t_0m (excited on site 2) = -0.086603 eV
C_z, first order = 0.008660 eV
t, numerical dressing = 0.198933 eV
C_z, numerical dressing = 0.008837 eV
g_zz, first order = 1.80000
g_zz, numerical dressing = 1.78983
COUPLINGS: J, D_z, Gamma
first-order dressing: 0.026617, 0.002309, 0.0001000 eV
numerical dressing: 0.026331, 0.002344, 0.0001041 eV
full diagonalization: 0.026369, 0.002359, 0.0001054 eV
full J/k_B = 306.0 K
full D_z/k_B = 27.38 K
full Gamma/k_B = 1.223 K
full D_z/J = 0.08948
one-level estimate of D/J = 0.08660
|g_zz-2|/g_zz, numerical = 0.11742
full Gamma/J = 0.003995
CHECKS OF STRUCTURE
power of zeta in D = 1.0059
power of zeta in Gamma = 2.0136
general geometry, relative error = 4.15e-04
same, hopping halved = 1.04e-04
false triplet splitting without Gamma = 5.206e-05 eV
triplet splitting, full model = 2.211e-10 eV
classical canting angle = 5.087 degrees
TILT SCAN (numerical dressing): phi, D/J, (D/J)/(|g-2|/g)
 0 degrees: 0.00000, 0.0000
10 degrees: 0.02875, 0.2449
20 degrees: 0.05823, 0.4959
30 degrees: 0.08902, 0.7581
40 degrees: 0.12126, 1.0326
SMALL-t CASE (numerical dressing)
pi hopping = 0.050 eV
tilt = 60.0 degrees
t = 0.024410 eV
C_z = 0.013388 eV
D/J = 1.5687
```
